# Pseudospin and backscattering by smooth disorder in carbon nanotubes

**Question.** A carbon nanotube lies on an oxide that contains fixed charges. Their potential varies slowly on the scale of the carbon–carbon bond. Why does it barely backscatter electrons when the tube is metallic, yet backscatter them when the tube is semiconducting and doped?

## The mechanism

To be turned round, an electron must pass from a state of axial wavevector \(k\) to one of wavevector \(-k\). The disorder has to supply the momentum \(2\hbar k\), and it has to connect the internal structures of the two states.

That internal structure comes from the two atoms, A and B, in the unit cell of graphene. A state has an amplitude on each sublattice, and the pair forms a two-component spinor, the pseudospin. A potential that is smooth on the bond scale takes nearly the same value on neighbouring A and B atoms. It multiplies both components by the same number and cannot rotate the pseudospin. The scattering amplitude therefore contains the overlap of the two spinors.

In a metallic tube the spinors at \(k\) and \(-k\) are orthogonal. In a semiconducting tube they are not, and near the band edge they are almost equal.

"Long-range" needs care here. The disorder must be smooth against the bond length \(a\), but it must still have Fourier weight at \(2k\). If it is much smoother than \(1/2k\) and well below the kinetic energy, it hardly backscatters in either tube. A repulsive hump close to the kinetic energy slows the electron and still reflects in the semiconducting tube: in the example below, 45 meV with a range of 8 nm gives \(R=0.21\).

## The two spinors

Take nearest-neighbour hopping \(t\) on the honeycomb lattice. An A atom has three B neighbours at \(\boldsymbol\delta_j\), of length \(a\), at angles \(\alpha+2\pi j/3\). At a corner \(\mathbf K\) of the Brillouin zone the three hopping phases are, up to a common factor, \(\omega^j\) with \(\omega=e^{2\pi i/3}\). They sum to zero, so the two bands touch there. For a small extra wavevector \(\mathbf q\), write \(q=q_1+iq_2\). Then

\[
\mathbf q\cdot\boldsymbol\delta_j=\frac a2\left(q\,e^{-i\alpha}\omega^{-j}+q^*e^{i\alpha}\omega^{j}\right),
\qquad
\sum_j\omega^j\,\mathbf q\cdot\boldsymbol\delta_j=\frac{3a}{2}\,q\,e^{-i\alpha},
\]

because \(\sum_j\omega^{2j}=0\). The A–B matrix element thus has magnitude \(\hbar v|\mathbf q|\), with \(\hbar v=3ta/2\). Constant phases are absorbed into the B amplitude. The opposite corner has \(\omega^{-j}\) and gives \(q^*\) instead of \(q\). With \(\kappa\) the component of \(\mathbf q\) around the tube and \(k\) the component along it, one valley has

\[
H=\hbar v(\kappa\sigma_x+k\sigma_y)+V .
\]

The circumference selects \(\kappa\). Let the wrapping vector be \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), with \(|\mathbf C|=2\pi R_t\) and \(R_t\) the tube radius. The corner can be chosen with \(\mathbf K\cdot\mathbf a_1=2\pi/3\) and \(\mathbf K\cdot\mathbf a_2=-2\pi/3\). The full wave must return to itself after one turn, so \((\mathbf K+\mathbf q)\cdot\mathbf C=2\pi j\), which gives

\[
\kappa=\frac{1}{R_t}\left(j-\frac{n-m}{3}\right).
\]

If \(n-m\) is a multiple of 3, one subband has \(\kappa=0\) and the tube is metallic. Otherwise the smallest value is \(|\kappa|=1/3R_t\). I take \(\kappa\ge0\); the other sign gives the same overlap.

Define \(\Delta=\hbar v\kappa\) and \(z=\Delta+i\hbar vk\). For \(V=0\) the first row of \(H\psi=E\psi\) reads \(z^*\psi_B=E\psi_A\), and the second reads \(z\psi_A=E\psi_B\). Hence \(E^2=zz^*=\Delta^2+(\hbar vk)^2\). \(\Delta\) is half the band gap, and \(E\) is measured from midgap. In the conduction band

\[
|k\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ z/E\end{pmatrix},\qquad
|{-k}\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ z^*/E\end{pmatrix}.
\]

The bra conjugates \(z^*\) back to \(z\), and \(E^2=zz^*\), so

\[
\langle -k|k\rangle=\frac12\left(1+\frac{z^2}{zz^*}\right)=\frac{z^*+z}{2z^*}=\frac{\Delta}{z^*},
\qquad
\boxed{|\langle -k|k\rangle|^2=\frac{\Delta^2}{E^2}=\frac{\kappa^2}{\kappa^2+k^2}}
\]

The pseudospin points along the vector \((\kappa,k)\). If \(\kappa=0\), reversing \(k\) reverses the pseudospin, and opposite spinors are orthogonal. If \(k\ll\kappa\), reversing \(k\) hardly turns it, and the overlap is near one. Heavier doping lowers the overlap, but the metallic case is not reached with one subband filled. The next subband, with \(2\kappa\), opens at \(E=2\Delta\), where \(k=\sqrt3\,\kappa\) and the squared overlap is still 1/4.

## From overlap to reflection

Three consequences of smoothness enter. The potential is the unit matrix in pseudospin. It does not transfer electrons between valleys, since that takes a wavevector of order \(1/a\). And within one subband, to first order, it acts through its average around the circumference, \(\bar V(x)\). For states normalized on a length \(L\),

\[
M=\frac1L V(2k)\,\langle -k|k\rangle,\qquad V(2k)=\int \bar V(x)\,e^{2ikx}\,dx .
\]

The density of final states near \(-k\), in one valley and for one spin, is \(L/(2\pi\hbar v_g)\). The golden rule gives the rate

\[
W=\frac{2\pi}{\hbar}|M|^2\frac{L}{2\pi\hbar v_g}=\frac{|V(2k)|^2|\langle -k|k\rangle|^2}{L\hbar^2v_g}.
\]

The electron meets the scatterer \(v_g/L\) times per unit time. Dividing the rates gives the reflection probability per encounter:

\[
R=\frac{|V(2k)|^2}{(\hbar v_g)^2}\,\frac{\Delta^2}{E^2},\qquad \hbar v_g=\frac{dE}{dk}=\frac{(\hbar v)^2k}{E}.
\]

Inserting the velocity cancels \(E\):

\[
R=\left[\frac{\kappa}{k}\,\frac{V(2k)}{\hbar v}\right]^2 .
\]

Light doping therefore raises \(R\) twice over: the overlap is larger and the electron is slower. The formula needs a potential weak enough that \(R\ll1\), so it fails at the band edge, where \(k\to0\). A small \(R\) alone does not guarantee its accuracy, as very smooth barriers show below.

## Why the metal is protected beyond first order

A vanishing first-order amplitude does not by itself exclude reflection by a strong potential. Suppose first that \(V\) depends on \(x\) alone. With \(\kappa=0\) the equation is \(-i\hbar v\sigma_y\partial_x\psi=(E-V)\psi\). Its solutions are

\[
\psi_\pm=\chi_\pm\exp\left[\pm\frac{i}{\hbar v}\int^x(E-V)\,dx'\right],\qquad \sigma_y\chi_\pm=\pm\chi_\pm .
\]

A right mover stays a right mover, and the potential changes only its phase.

A charge beside the tube gives a potential that also varies with the coordinate \(y\) around it, which mixes in other subbands. Define \(\Theta=i\sigma_y\mathcal K\), where \(\mathcal K\) is complex conjugation. It reverses both \(\boldsymbol\sigma\) and the momentum and leaves a real \(V\) unchanged, so it commutes with \(H\). Since \(i\sigma_y\) is real and squares to \(-1\), \(\Theta^2=-1\).

Let \(\phi_R\) be the incoming right mover and take \(\phi_L=\Theta\phi_R\) as the left mover; then \(\Theta\phi_L=-\phi_R\). Suppose one channel is open in the valley, which holds for \(|E|<\hbar v/R_t\), about 0.8 eV in an (18,0) tube; above that energy further subbands open and the metallic subband can be reflected into them. Far from the scatterer, where evanescent waves have died out,

\[
\psi=\begin{cases}\phi_R+r\phi_L&\text{left}\\ \tau\phi_R&\text{right}\end{cases}
\qquad
\Theta\psi=\begin{cases}\phi_L-r^*\phi_R&\text{left}\\ \tau^*\phi_L&\text{right.}\end{cases}
\]

Both solve the equation at the same energy. Subtracting \((H\psi_1)^\dagger\psi_2\) from \(\psi_1^\dagger H\psi_2\) for any two such solutions gives

\[
\partial_x(\psi_1^\dagger\sigma_y\psi_2)+\partial_y(\psi_1^\dagger\sigma_x\psi_2)=0 .
\]

In the metallic tube both envelopes are periodic in \(y\), so the second term integrates to zero around the tube, and \(\oint\psi_1^\dagger\sigma_y\psi_2\,dy\) is the same at every \(x\). Put \(\psi_1=\Theta\psi\) and \(\psi_2=\psi\). With \(\phi_R\) and \(\phi_L\) normalized eigenstates of \(\sigma_y\) with eigenvalues \(+1\) and \(-1\), the integral is \(-r-r=-2r\) on the left and zero on the right. Hence \(r=0\).

In a semiconducting tube the envelope gains a phase \(e^{\pm2\pi i/3}\) per turn. \(\Theta\) conjugates it, so \(\Theta\psi\) violates the boundary condition and the proof breaks down.

The contrast was computed with three coupled subbands and two overlapping humps at different angles, with average heights 0.15 and 0.10 eV and range 0.8 nm. At the energies of the example below, the reflection was 0.775 in the semiconducting tube and \(2\times10^{-30}\), which is rounding error, in the metallic one. More subbands move the first value to 0.776 and leave the second at rounding level.

## The numbers

Take \(t=2.7\) eV and \(a=0.142\) nm, both rough typical values, so that \(\hbar v=0.5751\) eV nm. The semiconducting tube is (17,0), 1.33 nm in diameter, with \(\kappa=0.5009\ \mathrm{nm^{-1}}\) and \(\Delta=0.2881\) eV. Its Fermi level is 50 meV above the band edge, so \(E=0.3381\) eV and

\[
k=\frac{\sqrt{0.3381^2-0.2881^2}}{0.5751}=0.3077\ \mathrm{nm^{-1}},\qquad
\frac{\Delta^2}{E^2}=\left(\frac{0.2881}{0.3381}\right)^2=0.726 .
\]

Reversing \(k\) turns this pseudospin by 63°, against 180° in the metal. The squared overlap is 0.93 at 10 meV above the edge and 0.35 at 200 meV. The metallic tube is (18,0), compared at the same \(k\), where its energy is 0.177 eV.

Let each charge give \(\bar V=V_0e^{-x^2/2s^2}\), with \(V_0=20\) meV and \(s=1\) nm. The potential is taken as already screened. Then

\[
V(2k)=\sqrt{2\pi}\,V_0s\,e^{-2k^2s^2}=0.0415\ \mathrm{eV\,nm},\qquad \hbar v_g=0.301\ \mathrm{eV\,nm},
\]

\[
R=\left(\frac{0.0415}{0.301}\right)^2\times0.726=0.0138 .
\]

Solving the Dirac equation without the weak-scattering approximation gives 0.0153 for a repulsive charge and 0.0121 for an attractive one.

For many scatterers, consider two in series. Summing the multiple reflections gives \(T=T_1T_2/|1-\sqrt{R_1R_2}\,e^{i\varphi}|^2\), where \(\varphi\) is the round-trip phase. For random positions with mean spacing much larger than \(1/2k\), \(\varphi\) is nearly uniformly distributed; take it as uniform. The expansion of \(\ln|1-be^{i\varphi}|^2\) for \(b<1\) contains only terms in \(\cos n\varphi\), with \(n\ge1\), and averages to zero. So \(\langle-\ln T\rangle\) is, in this approximation, the sum of \(-\ln(1-R)\) over the scatterers. For the example below the rule is off by about 2% if all charges have the same sign, and by less for mixed signs.

With one charge per 50 nm and equal numbers of both signs, a 1 µm channel holds 20 scatterers and the sum is 0.275. An ensemble of 1000 random channels gave \(0.279\pm0.008\) (standard error). The geometric-mean transmission is \(e^{-0.275}=0.76\). The median over channels is 0.81, single channels spread from about 0.54 to 0.97 (10th to 90th percentile), and adding the reflections without interference gives 0.78. The backscattering length is \(1000\ \mathrm{nm}/0.275\approx3.6\) µm. The metallic tube has no reflection at all in this model.

## What is left in a real metallic lattice

The Dirac equation is the leading term for small \(ka\). In a zigzag tube the A and B rings are spaced alternately by \(a\) and \(a/2\). In the metallic subband the two slanted bonds add to \(2t\cos(2\pi/3)=-t\), so, up to an overall sign, the A–B element is

\[
f(k)=t\left(e^{ika}-e^{-ika/2}\right)=2it\,e^{ika/4}\sin\frac{3ka}{4}.
\]

The B amplitude relative to A is \(f^*/|f|\), which is \(-ie^{-ika/4}\) at \(k\) and \(ie^{ika/4}\) at \(-k\). Therefore

\[
|\langle-k|k\rangle|^2=\left|\tfrac12\left(1-e^{-ika/2}\right)\right|^2=\sin^2\frac{ka}{4}=1.2\times10^{-4}.
\]

This value holds for zigzag tubes; at the same energy the overlap is smaller for chiral metallic tubes and vanishes for armchair ones. In complete tight-binding tubes with the same smooth repulsive charge on the wall, the reflection per channel is \(5.5\times10^{-7}\) in (18,0) and 0.0166 in (17,0), a ratio of about 30,000. The (17,0) energy is again 50 meV above the band edge, which on the lattice lies at 0.293 eV. The ratio belongs to this weak repulsive charge. At an average height of 0.2 eV it is about 290,000 for a repulsive and 1,400 for an attractive one. Both change quickly with height: from 0.15 to 0.25 eV the first runs from about \(10^5\) to \(10^7\), as the metallic reflection passes close to zero, and the second from about 2,900 to 500. For Coulomb charges 0.35 to 2 nm outside the wall (dielectric constant 4, cut off as \(e^{-r/3\,\mathrm{nm}}\)) the metallic reflection stays at or below \(1.3\times10^{-4}\). The semiconducting one is then 0.34 to 0.97 for repulsive charges but only 0.0008 to 0.009 for attractive ones, so for a strong attractive charge close to the wall the contrast at this energy can shrink to about six.

Smoothness is essential to this. Placing the same total strength, 8.5 eV summed over atoms, on one atom of the metallic tube raises its reflection to 0.011, or to 0.021 with the attractive sign. A potential on one A atom acts as \((1+\sigma_z)/2\). For \(\kappa=0\), \(z/z^*=-1\), so

\[
\langle-k|\sigma_z|k\rangle=\tfrac12\left(1-\frac{z}{z^*}\right)=1 .
\]

The part that distinguishes the sublattices backscatters with full strength. So sharp a potential also couples the valleys: for a single atom half of the reflection stays in the valley and half goes to the other one.

## Disorder that is too smooth

At fixed \(V_0\), the weak-scattering amplitude is proportional to \(s\,e^{-2k^2s^2}\), which is largest at \(s=1/2k=1.6\) nm and then falls. For repulsive 20 meV charges the solved values are:

| Range (nm) | \(R\), semiconducting |
|---|---|
| 0.5 | 0.0047 |
| 1 | 0.015 |
| 3 | 0.020 |
| 8 | \(1.8\times10^{-4}\) |
| 16 | \(4.7\times10^{-8}\) |

The weak-scattering formula gives \(4\times10^{-11}\) at 8 nm, far too little. It keeps only the first order in \(V\), whose amplitude carries \(e^{-2k^2s^2}\). A term in \(V^2\) has range \(s/\sqrt2\) and carries only \(e^{-k^2s^2}\), so at large \(ks\) higher orders take over even for small \(V_0\). At 8 nm the solved \(R\) exceeds the formula about 100 times for a 1 meV hump and about 700 times for an attractive 20 meV well (\(2.7\times10^{-8}\)). The repulsive 20 meV hump, a sizeable part of the kinetic energy \(\varepsilon=50\) meV, slows the electron and reflects far more than the well.

A semiclassical wave \(\exp(i\int k\,dx)\) with local wavevector \(k(x)\) is turned round by continuing it to the complex point where \(k(x)\) vanishes, circling that point, where \(k\) changes sign, and returning. Put \(x=isu\). The local kinetic energy becomes \(e(u)=\varepsilon-V_0e^{u^2/2}\), which vanishes at \(u_0=\sqrt{2\ln(\varepsilon/V_0)}\). The path out and back multiplies the amplitude by \(e^{-2J}\), so

\[
R\approx e^{-4J},\qquad J=\frac{s}{\hbar v}\int_0^{u_0}\sqrt{e(e+2\Delta)}\,du .
\]

This gives \(2.3\times10^{-4}\) at 8 nm and \(5.5\times10^{-8}\) at 16 nm, close to the solved values; the argument fixes the exponent better than the prefactor. The steepness of the fall depends on the shape: a Coulomb-like profile \(V_0d/\sqrt{x^2+d^2}\) of the same height gives \(4\times10^{-4}\) at \(d=8\) nm and \(1.5\times10^{-6}\) at \(d=16\) nm, against about \(10^{-5}\) and \(10^{-9}\) from the weak-scattering formula. A semiconducting tube thus also transmits well through very smooth, low barriers. The reason there is missing momentum, not orthogonal spinors.

## Beside real devices

The density here is 0.39 electrons per nm at zero temperature, and for the 1 nm, 20 meV scatterer of either sign lower densities backscatter more. The charge spacing is a round choice. A height of 20 meV is low: the potential energy of a bare elementary charge at distance \(d\) is \(1.44\ \mathrm{eV\,nm}/(\epsilon_r d)\), or about 0.2 eV at 2 nm for a dielectric constant \(\epsilon_r=4\). For a tube lying on the oxide in air the effective value is \((\epsilon_r+1)/2\approx2.5\), which gives about 0.3 eV. So screening is implied. In weak scattering \(R\) is set by \(V(2k)\), and for a bare charge (\(\epsilon_r=4\)) 2 nm from the wall or from the axis it is about 3 or 5.5 times the value used here. Such a charge is not weak, and its sign then decides. Cut off only as \(e^{-r/25\,\mathrm{nm}}\), the one 2 nm from the wall gives, in one subband, \(R=0.99\) if repulsive and \(3\times10^{-4}\) if attractive, against 0.14 from the formula for both. These values are for an unscreened charge. The tube's own electrons, estimated in the random-phase approximation for the lowest subband at 300 K, reduce \(V(2k)\) about fourfold; the same charge then has a height near 19 meV and gives \(R\approx0.013\) if repulsive and 0.005 if attractive, close to the example. While scattering stays weak, doubling \(V_0\) multiplies \(R\) by four. A barrier above 50 meV is classically forbidden, but at a range of 1 nm the electron mostly tunnels through. The solved \(R\) is 0.15 at 60 meV and 0.36 at 100 meV, against 0.12 and 0.34 from the formula. At 180 meV the formula exceeds one while the solved value is 0.72.

Temperature matters more than the small corrections. At 300 K, with the Fermi level held fixed, thermal averaging raises the mean \(R\) from 0.014 to 0.029, because slow electrons near the band edge take part.

Acoustic phonons add a fluctuating smooth potential. If \(C\) is the stretching stiffness (mass per length times sound speed squared) and \(\Xi\) the deformation potential, equipartition makes it white noise of strength \(\Xi^2k_BT/C\). This replaces \(|V(2k)|^2\) per unit length:

\[
\frac1{\ell_{ph}}=\frac{\Xi^2k_BT}{C(\hbar v_g)^2}\,\frac{\Delta^2}{E^2}.
\]

Rough inputs of 5 eV and 20 km/s give 1.5 µm. With this term alone, phonons at 300 K would backscatter electrons of this energy more than the chosen charges do. Strain also changes the hopping, which is not a unit-matrix potential; that part is left out of the formula, and it is not small. In a zigzag tube it shifts the half-gap by roughly 5 to 8 eV per unit strain if the atoms follow the strain uniformly, depending on how the hopping falls with bond length. Letting the two sublattices relax against each other, in a simple force field with Poisson ratio 0.17, lowers this to about 3.4 to 5.7 eV. It acts as \(\sigma_x\), whose element between \(k\) and \(-k\) has magnitude one. In the semiconducting tube it adds to or cancels the term \(\Xi\Delta/E\approx4\) eV, so the 1.5 µm is no more than a scale: for shifts of 5, 6.5 and 8 eV the length is 0.2 to 0.3 µm if the terms add and 2 to 50 µm if they cancel, and longer still for a shift near 4.3 eV, where the cancellation is complete. This leaves the ranking against the charges open. In the metallic (18,0) tube it alone gives a backscattering length at 300 K of 1.7 to 4.3 µm for shifts of 8 to 5 eV, and of about 3 to 9 µm for the relaxed values.

For scattering by smooth charges, one assumption that real metallic tubes break is \(\kappa=0\): except in armchair tubes, curvature opens a small gap. In the Dirac model a rough half-gap of 10 meV gives a squared overlap of 0.003 and, for the 20 meV charge, \(R=1.8\times10^{-5}\), still nearly a thousand times below the semiconducting value; 20 meV gives \(R=7\times10^{-5}\), about 200 times below. On the zigzag lattice this amplitude adds to or cancels the \(\sin(ka/4)\) amplitude, as if the half-gap were shifted by \(3t(ka)^2/8\approx2\) meV. At 10 meV, \(R\) is then \(1.2\times10^{-5}\) if the slanted bonds are the weaker ones and \(2.4\times10^{-5}\) if they are the stronger ones. The inverse-square dependence of the ratio on the gap therefore holds only for half-gaps well above 2 meV. Stronger charges change the contrast: with a 10 meV half-gap, Gaussians of \(\pm0.2\) eV and range 1 or 3 nm and the cut-off Coulomb charges above give ratios between about 55 and 1,400 in one subband. That range does not bound the full zigzag lattice, where the sign of the bond distortion matters: for attractive cut-off Coulomb charges 0.35 and 0.7 nm from the wall the ratio is about 580 and 390 if the slanted bonds are the weaker ones, but about 1 and 26 if they are the stronger ones, with both tubes then reflecting less than 1%. These contrasts are for charges alone, not for phonons at room temperature. Contacts and, apart from the screening estimate, electron interactions are left out throughout. The remaining values are in the numerical output.

## Computed values

```
bond length 0.142 nm, hopping 2.7 eV, hbar*v = 0.5751 eV nm
diameters: (17,0) 1.331 nm, (18,0) 1.409 nm
semiconducting kappa = 0.5009 1/nm, half-gap = 0.2881 eV
Fermi level above band edge = 50 meV, E from midgap = 0.3381 eV
k = 0.3077 1/nm, 1/(2k) = 1.625 nm, electrons (T=0) = 0.392 per nm
metallic E at same k = 0.1769 eV
hbar*v_g semiconducting = 0.3010 eV nm
pseudospin turn k to -k: semiconducting 63.1 deg, metallic 180 deg (kappa=0)
squared overlap, 10 meV above edge = 0.9340
squared overlap, 50 meV above edge = 0.7261
squared overlap, 200 meV above edge = 0.3484
squared overlap, metallic = 0.0e+00
scatterer: average height 20 meV, range 1.0 nm
V(2k) = 0.04149 eV nm
R semiconducting, Born = 0.01379
R semiconducting, Dirac solved: repulsive 0.01525, attractive 0.01205
R semiconducting, repulsive, range 0.5 nm = 4.691e-03
R semiconducting, repulsive, range 1.0 nm = 1.525e-02
R semiconducting, repulsive, range 3.0 nm = 2.030e-02
R semiconducting, repulsive, range 8.0 nm = 1.778e-04
R semiconducting, repulsive, range 16.0 nm = 4.748e-08
smooth-barrier law, range 8.0 nm: R = 2.337e-04; Born = 3.9e-11
smooth-barrier law, range 16.0 nm: R = 5.463e-08; Born = 4.1e-42
three coupled subbands, strong V(x,y): R metallic = 1.8e-30
three coupled subbands, strong V(x,y): R semiconducting = 0.775
lattice half-gap (17,0) = 0.2930 eV, next subband edge = 0.5542 eV
lattice R per channel (17,0) = 0.01657; Dirac, lattice values = 0.01677
lattice R per channel (18,0), smooth = 5.47e-07
lattice R per channel (18,0), same total on one atom = 1.09e-02
total strength placed on that atom = 8.47 eV
lattice squared overlap (18,0) = 1.19e-04
channel 1000 nm, 20 scatterers, one per 50 nm
mean -ln T: sum rule 0.2748, random ensemble 0.2788
standard error of ensemble mean = 0.0079
typical transmission semiconducting = 0.760
largest channel R metallic, Dirac model = 0.0e+00
backscattering length semiconducting = 3638 nm = 3.64 um
kT at 300 K = 25.85 meV, thermally averaged R = 0.0287
rough phonon inputs: deformation 5.0 eV, sound 20 km/s
acoustic-phonon backscattering length, 300 K = 1533 nm
rough curvature half-gap 10 meV: overlap^2 = 3.18e-03, R = 1.76e-05
```
